\section*{Force thresholds for edge barriers in exact-splitting simulations of step flow}

\section{The decision: when to stop the saddle search}

A saddle-point search in an electronic-structure program stops when the residual forces fall below a threshold chosen by the user. If the saddle is that of an adatom crossing a descending step edge, its energy helps decide how the atoms landing on a terrace divide between the two neighbouring steps. The practical question is how small the threshold must be before further optimization no longer matters for growth.

Let $E_{\rm t}^{\ddagger}$ be the saddle energy for a hop on the flat terrace and $E_{\rm e}^{\ddagger}$ that for crossing the edge. The extra edge barrier is
\begin{equation}
E_{\rm ES}=E_{\rm e}^{\ddagger}-E_{\rm t}^{\ddagger},\qquad
b=e^{-E_{\rm ES}/kT}.
\end{equation}
Here $b$ is the edge-crossing rate divided by the terrace hop rate $h$ in one direction. This form assumes equal attempt rates for both processes and equally deep adatom sites up to the edge. The terrace hop barrier sets $h$. At fixed $E_{\rm ES}$ it does not enter $b$, so it then affects the duration of a walk, not its destination. An error in the terrace saddle energy alone does change $E_{\rm ES}$ and hence $b$.

The route from threshold to growth has three parts: the splitting probability as a function of $b$, a simulation that uses it in place of walking adatoms, and the propagation of a saddle-energy error through both.

\section{The splitting probability}

Steps are straight and descend to the right. A terrace has $L$ columns, numbered from $x=1$, beside the ascending step, to $x=L$, at the descending edge. An adatom hops left or right at rate $h$ each, except that the hop over the edge has rate $bh$, with $0\le b\le1$. It is incorporated at once, and permanently, when it stands beside an ascending step. This includes an atom that has just descended. One adatom walks at a time, so the steps stay fixed during its walk.

Let $u(x)$ be the probability that an atom at $x$ joins the ascending step of its own terrace. Immediate incorporation gives $u(1)=1$. In the interior the next hop goes left or right with probability $1/2$, so
\begin{equation}
u(x)=\tfrac12[u(x-1)+u(x+1)]
\;\Rightarrow\;
u(x+1)-2u(x)+u(x-1)=0 .
\end{equation}
The solution is linear, and $u(1)=1$ fixes it as $u(x)=1-B(x-1)$. At the edge of a terrace with $L\ge2$, the total hop rate is $h+bh$, and a descent contributes zero to $u$:
\begin{equation}
u(L)=\frac{h\,u(L-1)+bh\cdot0}{h+bh}
\;\Rightarrow\; u(L-1)-u(L)=b\,u(L).
\end{equation}
The left side of the last equality is $B$, and $u(L)=1-B(L-1)$. Hence
\begin{align}
B&=b[1-B(L-1)],\qquad B=\frac{b}{1+b(L-1)},\\
u(x)&=\frac{1+b(L-1)-b(x-1)}{1+b(L-1)}
=\frac{1+b(L-x)}{1+b(L-1)}. \label{eq:u}
\end{align}
For $L=1$ the formula gives the required value $u=1$. Only the ratio of the left and right rates at each site enters $u$. A deeper site at the edge with unchanged saddle energies therefore leaves $u$ unchanged, but the result does require equal saddle energies for all terrace hops, including those next to the two steps.

Deposition is uniform over columns. Since the average of $L-x$ is $(L-1)/2$, the mean probability of joining the ascending step is
\begin{equation}
P_{\uparrow}=\frac{1+\frac12 b(L-1)}{1+b(L-1)}. \label{eq:P}
\end{equation}
It equals one for a perfect barrier, $b=0$. For fixed $b>0$ it tends to $1/2$ on wide terraces, where crossing the terrace limits transport more than crossing the edge does.

On a square surface lattice, hops parallel to a straight step do not change $x$. They lengthen the path but leave $u$ unchanged.

\section{Growth without walking adatoms}

Number the terraces downhill and let step $n$ be the ascending step of terrace $n$. When it captures an atom it advances by one column, so $L_n$ falls by one and $L_{n-1}$ rises by one. For a periodic train with $W=\sum_nL_n$ columns, each deposition consists of four operations:
\begin{enumerate}
\item Draw one of the $W$ columns uniformly. This selects terrace $n$ and position $x$.
\item With probability $u(x)$, computed from the current $L_n$, choose step $n$.
\item Otherwise go downhill to the first terrace of nonzero length and choose its ascending step.
\item Advance the chosen step by updating the two lengths.
\end{enumerate}
The third rule handles merged steps: an atom leaving the edge falls to the next exposed column, and no overhang forms. The model uses the same $b$ for single and multiple steps.

This replacement is exact for the sequence of step configurations. From any given configuration, explicit hopping and the algorithm select each step with the same probability. If the two methods have the same distribution after $k$ atoms, they therefore have the same distribution after $k+1$. Both start from the same configuration, and induction completes the argument. The durations of the walks are not reproduced, and the equality requires that no second adatom or moving step interferes with a walk.

The walk time tells when that condition is reasonable. Put $y=x-1$ and $M=L-1$, and let $T(y)$ be the mean time to capture. The mean wait before an interior hop is $1/(2h)$, so
\begin{equation}
T(y)=\frac1{2h}+\frac{T(y-1)+T(y+1)}2
\;\Rightarrow\;
T(y+1)-2T(y)+T(y-1)=-\frac1h .
\end{equation}
With $T(0)=0$, the solution is $T(y)=(Cy-y^2)/(2h)$. At the edge, $(1+b)hT(M)=1+hT(M-1)$, because a descent ends the walk. Substitution gives
\begin{equation}
\frac{C-2M+1}{2}+\frac{b(CM-M^2)}2=1,\qquad
C=\frac{2M+1+bM^2}{1+bM}.
\end{equation}
The averages of $y$ and $y^2$ over $y=0,\ldots,M$ are $M/2$ and $M(2M+1)/6$, so the mean walk time is
\begin{equation}
\tau=\frac1{2h}\left[\frac{CM}{2}-\frac{M(2M+1)}6\right].
\end{equation}
At deposition rate $F$ per column, the steady adatom coverage on equal terraces is $F\tau$, the arrival rate times the mean residence time.

\section{What the barrier does to terrace widths}

Per deposited monolayer, terrace $n$ sends on average $U_n=L_nP_{\uparrow}(L_n)$ atoms to its ascending step and $D_n=L_n-U_n$ downhill. As long as all terraces are nonempty, step $n$ advances at rate $U_n+D_{n-1}$. With $\theta$ the deposited amount in monolayers, the mean drift from a given configuration is
\begin{equation}
\frac{dL_n}{d\theta}=U_{n+1}+D_n-U_n-D_{n-1}. \label{eq:drift}
\end{equation}
The difference between uphill and downhill captures is
\begin{equation}
R(L)=U-D=L(2P_{\uparrow}-1)
=L\,\frac{2+b(L-1)-1-b(L-1)}{1+b(L-1)}
=\frac{L}{1+b(L-1)} .
\end{equation}
If widths alternate between $L$ and $L'$, both neighbours of $L$ have width $L'$. Equation~\eqref{eq:drift} then becomes $dL/d\theta=R(L')-R(L)$. Differentiation gives
\begin{equation}
R'(L)=\frac{1+b(L-1)-bL}{[1+b(L-1)]^2}
=\frac{1-b}{[1+b(L-1)]^2}. \label{eq:slope}
\end{equation}
For $b<1$ this is positive, so in an alternating train the wider terraces shrink. In a general train the widths of both neighbours also enter, and a terrace wider than average can grow. A small alternating deviation $\delta$ about $L$ obeys $d\delta/d\theta=-2R'(L)\delta$ in mean-field theory, to first order in $\delta$.

Two special cases bracket this behaviour. For $b=1$, $U=(L+1)/2$ and $D=(L-1)/2$, and \eqref{eq:drift} reduces to
\begin{equation}
\frac{dL_n}{d\theta}=\tfrac12(L_{n+1}-L_{n-1}).
\end{equation}
On a ring $\sum_nL_n\,dL_n/d\theta=0$, because the products of neighbours cancel in pairs. The mean drift therefore does not damp width variations: it carries smooth ones along the train and leaves an alternating one in place. The randomness of deposition continues to create new ones.

For $b=0$ each atom joins the ascending step of the terrace on which it lands. Regard each exposed column as a labelled ball and its terrace as a box. Deposition picks a ball at random and moves it one box uphill. For any chosen ball this move is a one-to-one map of the set of labelled arrangements, so equal weights for all arrangements are preserved. The corresponding widths are multinomial, with variance $W(1/N)(1-1/N)$ for $N$ terraces. Even a perfect barrier thus leaves random width fluctuations.

\section{From energy error to force threshold}

From \eqref{eq:P}, with $M=L-1$,
\begin{equation}
\frac{dP_{\uparrow}}{db}
=\frac{\frac M2(1+bM)-M(1+\frac12bM)}{(1+bM)^2}
=-\frac{M}{2(1+bM)^2}.
\end{equation}
Since $db/dE_{\rm ES}=-b/kT$, the two minus signs cancel:
\begin{equation}
\frac{dP_{\uparrow}}{dE_{\rm ES}}
=\frac{1}{2kT}\frac{bM}{(1+bM)^2}\le\frac1{8kT}. \label{eq:sens}
\end{equation}
The inequality follows from $(1+z)^2-4z=(1-z)^2\ge0$ with $z=bM$. Equality holds at $bM=1$, where the edge and the terrace offer equal resistance. Integrating the bound over the energy error shows that, for every terrace width,
\begin{equation}
|\delta E_{\rm ES}|\le 8kT\,\varepsilon
\quad\text{ensures}\quad |\delta P_{\uparrow}|\le\varepsilon . \label{eq:budget}
\end{equation}

A given relative accuracy in the damping slope $R'$ is more demanding than the same absolute accuracy in $P_{\uparrow}$. The logarithmic derivative of \eqref{eq:slope} is
\begin{equation}
\frac{d\ln R'}{dE_{\rm ES}}=\frac1{kT}
\left[\frac{b}{1-b}+\frac{2bM}{1+bM}\right]. \label{eq:damp}
\end{equation}
The first term diverges as $b\to1$, because the damping itself vanishes there. For a small barrier this term contributes about $1/E_{\rm ES}$ to the derivative, so a damping rate good to 10\% needs a barrier good to about 10\% of its own size or better.

To connect this budget with the force setting, expand the energy about a saddle. Let $\lambda_i$ be the nonzero Hessian eigenvalues for the $n$ free atoms, $s_i$ the remaining displacements along the eigenvectors, and $g_i=\lambda_is_i$ the gradient components. To second order,
\begin{equation}
E-E^{\ddagger}=\tfrac12\sum_i\lambda_is_i^2
=\tfrac12\sum_i\frac{g_i^2}{\lambda_i},\qquad
|E-E^{\ddagger}|\le\frac{nf^2}{2\lambda}.
\end{equation}
Here $f$ is the largest permitted force on any free atom and $\lambda$ is the smallest $|\lambda_i|$. The barrier $E_{\rm ES}$ contains two saddles. Taking $\lambda$ as the smaller of their two values and letting the errors add gives
\begin{equation}
|\delta E_{\rm ES}|\le\frac{nf^2}{\lambda},\qquad
f\le\sqrt{\frac{8kT\,\varepsilon\,\lambda}{n}} . \label{eq:force}
\end{equation}
The energy error is quadratic in the threshold: halving $f$ reduces its bound fourfold. Soft modes lower the threshold that the bound permits. The condition is sufficient, not necessary: the bound is reached only if every free atom carries the force $f$ and the whole residual lies along the softest mode. It also tightens as the cell grows, because $n$ rises and thicker free slabs have smaller $\lambda$. The actual error is usually much smaller, and $\frac12\sum_i g_i^2/\lambda_i$ evaluated with the final forces estimates it more closely.

The rule applies to a search that has reached the neighbourhood of the right saddle and controls the full force there. In a chain-of-states calculation, a converged climbing image meets this condition. Reversing the force component along the path can change the largest force on a single atom, but it leaves the sum of squared forces unchanged, and the energy bound uses only that sum, which is at most $nf^2$. The highest image of a chain without climbing need not lie at the saddle, however small its perpendicular force. The threshold also does not control errors from the density functional, basis, Brillouin-zone sampling or slab size. Computing both saddles in the same stepped cell with the same settings cancels the part of these errors that they share.

\section{Worked example in the regime of Pd(100)}

The inputs are rough values for palladium growth on its (100) face: $T=400$~K, $F=0.02$ monolayers per second, a terrace hop barrier of 0.65~eV, $E_{\rm ES}=0.08$~eV and an attempt rate of $10^{13}$~s$^{-1}$. The terraces have 12 columns of adatom sites, spaced 0.275~nm apart.

With $kT=0.03447$~eV, $b=e^{-0.08/0.03447}=0.0982$ and $bM=11\times0.0982=1.08$. Then
\begin{equation}
P_{\uparrow}=\frac{1+0.54}{1+1.08}=0.740,\qquad
u(12)=\frac1{2.08}=0.481 .
\end{equation}
Even an atom landing at the descending edge has nearly an even chance of returning to the ascending step. The hop rate is $6.46\times10^4$~s$^{-1}$, and $\tau=25.0/h=3.9\times10^{-4}$~s.

This terrace lies close to the most sensitive point, $bM=1$. Equation~\eqref{eq:sens} gives $1.08/[2(0.03447)(2.08)^2]=3.6$ per eV. To hold $P_{\uparrow}$ within 0.01, \eqref{eq:budget} allows an error of $8(0.03447)(0.01)=0.0028$~eV. The same error changes the damping slope $R'$ by about 9\%, since the bracket in \eqref{eq:damp} is 1.15. With all else fixed, barriers of 0.04 and 0.12~eV give $P_{\uparrow}=0.61$ and 0.87. An uncertainty of 0.04~eV thus outweighs any benefit from a very tight force threshold. For illustration, the 0.0028~eV budget in \eqref{eq:force} gives $f\le0.006$~eV/\AA\ for $n=50$ and $\lambda=0.7$~eV/\AA$^2$, and $f\le0.002$~eV/\AA\ for $n=100$ and $\lambda=0.2$~eV/\AA$^2$. These are worst-case settings.

The slope is $R'=0.208$ per monolayer, so a small alternating variation decays by a factor $e$ in about $1/(2\times0.208)=2.4$ monolayers in mean-field theory. For widths 16 and 8, the wide terrace initially loses 1.73 columns per monolayer.

\section{Comparison with explicit hopping}

Linear solutions of the hopping equations for $L=1$ to 30 and $b=0$, 0.098, 0.5 and 1 agree with \eqref{eq:u} to $1.1\times10^{-14}$. A stricter test covers all 120 configurations of a ring with four terraces and seven columns, merged steps included, for $b=0$, 0.098 and 1. The probabilities of advancing each step agree to $3.3\times10^{-16}$. The stationary width variance at $b=0$ is 1.3125, the multinomial value $7\times\frac14\times\frac34$. It rises to 1.55 and 2.42 at the other two values of $b$.

Random walkers test the capture statistics directly. With 3000 started from each column of the 12-column terrace, the ascending fractions at $x=4$, 8 and 12 are 0.854, 0.666 and 0.487, against 0.858, 0.670 and 0.481 from \eqref{eq:u}. Chi-square is 6.6 for the 11 columns with a random outcome. The mean number of hop attempts is $50.1\pm0.3$, compared with $2h\tau=50.1$.

Finally, trains of ten initially equal terraces were grown for ten monolayers. The mean squared deviation from 12 columns is $35.4\pm2.2$ in 60 explicit runs and $37.8\pm1.0$ in 300 splitting runs, a difference of one combined standard error. Using $b=1$ in the splitting rule gives $66.8\pm2.1$, which lies 10 standard errors from the explicit result. The comparison can therefore detect a wrong edge rule.

Explicit hopping used 78 random draws per atom and splitting used two. This is a ratio of draws, not of computing times. A single 12-column terrace would need about 51. The excess comes from unequal widths: the mean number of attempts for an atom depends only on the current widths, and wide terraces both receive more atoms and have longer walks.

\section{Where a real surface limits the accuracy}

The example's barriers are rough, and its terraces are narrow compared with those on a nominally flat crystal. Real steps also have kinks, and atoms may cross an edge by exchanging places with an edge atom. Hopping and exchange are parallel channels, so their rates add in $b$, and the lower saddle alone supplies $E_{\rm ES}$ only if the other lies several $kT$ higher. In the example a second channel 0.03~eV higher lowers $P_{\uparrow}$ from 0.74 to 0.70. Doubling the attempt rate at the edge acts like lowering the barrier by $kT\ln2=0.024$~eV and gives 0.66. Raising the last saddle before the ascending step by 0.05~eV gives 0.65. Direct funnelling is another departure: if every atom landing at $x=L$ slides down at once, $P_{\uparrow}$ falls by $u(12)/12=0.040$. For $P_{\uparrow}$ this equals the effect of lowering the barrier by about 0.011~eV. The damping slope responds differently. Funnelling subtracts $2u(L)$ from $R(L)$, which becomes $(L-2)/[1+b(L-1)]$, and the numerator of $R'$ changes from $1-b$ to $1+b$. The slope therefore rises by 22\% in the example, whereas a lower barrier reduces it. The landing rule should thus be settled before the saddle is refined further. On terraces of at least two columns, the algorithm can include funnelling by sending those atoms downhill without drawing from $u$. On a single column the atom already stands beside the ascending step and is incorporated there. The half-column offset between successive fcc layers widens the landing area to 12.5 columns. Simply setting $L=12.5$ in \eqref{eq:P} changes $P_{\uparrow}$ by $-0.006$, but the actual shift depends on where atoms landing in the extra half column go. If the two end sites share them equally, $P_{\uparrow}$ is unchanged, because $u$ is linear and its end values average to its mean. If they all descend, $P_{\uparrow}$ is multiplied by $12/12.5$ and falls by 0.030.

Adatom encounters can be estimated from the patch explored in two dimensions. Its length along the step is taken as twice the root-mean-square displacement, $2\sqrt{2h\tau}$. The expected number of other atoms landing there during one walk is
\begin{equation}
FL\,(2\sqrt{2h\tau})\,\tau\approx1.3\times10^{-3}
\end{equation}
for $L=12$. It is 0.085 for $L=38$, the widest terrace at the end of the splitting runs. These are landings, not nucleation events, but they show that the one-walker assumption weakens quickly on wide terraces. Because the simulated train is one atomic row wide, it exaggerates the width fluctuations of long steps, along which many rows average the deposition noise. Long steps also have a freedom absent here: the same edge barrier feeds protruding parts of a step more than indented ones and drives meandering unless diffusion along the step smooths it. The model applies only while the steps stay straight.

Permanent incorporation ceases to be a good assumption when the surface is heated. With a rough lateral bond energy of 0.25~eV, an atom leaving a kink breaks two bonds, and the thermal adatom coverage is about $e^{-0.50/0.03447}=5\times10^{-7}$. The deposited coverage is $F\tau=7.7\times10^{-6}$, so the ratio is 0.065. At fixed flux and width, heating raises the thermal coverage and shortens $\tau$. With the same energies the ratio is already about 3 at 450~K. The exchange of atoms between steps is smaller than this ratio suggests. If the sites beside the steps are held at the thermal coverage $c$, atoms cross a terrace at rate $ch[1-u(2)]$ in each direction. Counting both directions, this gives about 0.6 exchanges per deposited atom at 450~K, against 0.013 at 400~K. Detachment must therefore be included at 450~K if width fluctuations are to be predicted. Cooling lengthens $\tau$ and makes encounters more frequent: for $L=12$ the landing estimate above rises to about one at 300~K, where the one-walker assumption fails.

For a terrace-growth calculation in this regime, first choose the tolerated error in $P_{\uparrow}$ or $R'$, convert it to an energy with \eqref{eq:budget} or \eqref{eq:damp}, and set the force threshold from the corresponding energy budget. Equation~\eqref{eq:force} does this for $P_{\uparrow}$; for $R'$, replace $8kT\varepsilon$ there by the energy error obtained from \eqref{eq:damp}. The threshold so obtained is a safe upper-bound setting and is usually stricter than needed. If the functional, the attempt rates, a second crossing channel or the landing rule contributes a larger error, a tighter threshold will not make the growth prediction more reliable. The complete numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough Pd(100) regime)
temperature 400 K, kT 0.03447 eV
flux 0.020 ML/s, terrace 12 columns
lattice constant 0.389 nm, column spacing 0.2751 nm
hop barrier 0.65 eV, extra edge barrier 0.08 eV
attempt rate 1.0e+13 1/s
lateral bond 0.25 eV, edge-hop barrier 0.35 eV
kink spacing 40 columns
SINGLE TERRACE
hop rate h 6.4619e+04 1/s per direction
edge factor b 0.09818
x=1: u 1.0000, walkers 1.0000
x=4: u 0.8584, walkers 0.8540
x=8: u 0.6696, walkers 0.6660
x=12: u 0.4808, walkers 0.4867
walkers per column 3000
chi-square 6.61 for 11 columns
mean up probability 0.7404
mean walk time 25.032 /h = 3.874e-04 s
hop attempts: theory 50.06, walkers 50.12 +- 0.31
mean step speed 0.0660 nm/s
largest error of u against linear solve 1.1e-14
SMALL RING: 4 terraces, 7 columns
configurations 120, largest rule error 3.3e-16
multinomial residual: b=0 1.7e-18, example b 2.6e-03
b=0.0000: stationary width variance 1.3125 col^2
b=0.0982: stationary width variance 1.5538 col^2
b=1.0000: stationary width variance 2.4216 col^2
MEAN DRIFT
widths 16/8: wide terrace -1.7292 columns/ML
slope R' at L=12: 0.2084 per ML
widths 13/11: drift -0.4178, linear -0.4169 col/ML
TRAIN: 10 steps, 10 ML, 1200 atoms per run
runs: explicit 60, splitting 300, b=1 120
explicit: variance 35.38 +- 2.18 col^2
  fraction with L<=2: 0.0367 +- 0.0075
splitting: variance 37.79 +- 0.98 col^2
  fraction with L<=2: 0.0440 +- 0.0035
splitting b=1: variance 66.76 +- 2.13 col^2
  fraction with L<=2: 0.1475 +- 0.0080
b=1 minus explicit variance: 10.3 standard errors
random draws per atom: explicit 78.0, splitting 2
NEGLECTED EFFECTS (estimates)
landings in patch per walk, L=12: 1.32e-03
landings in patch per walk, widest L=38: 8.50e-02
deposited adatom coverage 7.75e-06 ML
thermal adatom coverage 5.02e-07 ML
thermal/deposited ratio 0.065
edge escape before kink 1.57e-05
funnelling lowers mean up probability by 0.0401
half-column offset changes it by -0.0055
edge barrier 0.04 eV: mean up probability 0.6124
edge barrier 0.12 eV: mean up probability 0.8736
\end{verbatim}
